# Why a retracting film edge sheds strips by surface diffusion: a program that tests the result

```python
"""Why a retracting film edge sheds strips by surface diffusion (small slopes).

Result under test: the rim has an oscillatory tail whose first trough deepens
as the rim gains mass, touches the substrate in finite time, and the broken
film then repeats the process.

Scaled units: heights in H (film thickness), lengths in H/T (T = contact
slope), times in H^4/(B T^4) (B = surface-diffusion coefficient).
xi = distance from the moving edge into the film, U = edge speed,
k = U**(1/3), y = 1/k, z = k*xi.
Moving-edge problem: h_t = (U h - h_xixixi)_xi, with h = 0, h_xi = 1 and
h_xixixi = 0 at xi = 0, and h -> 1 far away.
Large-rim theory: h = 1 + y*phi0(z) + phi1(z) + O(1/y).
"""
import numpy as np
import scipy.sparse as sp
import sympy as sy
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded

LENGTH, STRETCH = 1200.0, 6.5


class Mesh:
    """Finite-volume operators on a mesh refined towards the film edge."""

    def __init__(self, n):
        edges = LENGTH * np.sinh(STRETCH * np.linspace(0, 1, n + 1))
        edges /= np.sinh(STRETCH)
        self.n, self.edges = n, edges
        self.d = d = np.diff(edges)
        self.c = c = 0.5 * (edges[1:] + edges[:-1])
        inv = 1 / np.diff(c)
        pair = d[1:] + d[:-1]
        shape = (n + 1, n)
        self.slope = sp.diags([np.r_[0, inv], np.r_[-inv, 0]],
                              [0, -1], shape=shape).tocsr()
        face = sp.diags([np.r_[0, d[:-1] / pair], np.r_[d[1:] / pair, 0]],
                        [0, -1], shape=shape).tocsr()
        div = sp.diags([-np.ones(n), np.ones(n)], [0, 1],
                       shape=(n, n + 1)).tocsr()
        self.curv = (sp.diags(1 / d) @ div @ self.slope).tocsr()
        self.curv_edge = np.zeros(n)
        self.curv_edge[0] = -1 / d[0]          # imposed unit contact slope
        fourth = (div @ self.slope @ self.curv).tocsr()
        self.fourth_edge = div @ (self.slope @ self.curv_edge)
        self.first = (div @ face).tocsr()
        self.band4 = self.banded(fourth)
        self.band1 = self.banded(self.first)
        # h = 0 at the edge, written for the mean height of the first cell
        a = d[0] * inv[0] / 6
        self.edge_row, self.edge_value = (1 + a, -a), d[0] / 3

    def banded(self, matrix):
        out = np.zeros((5, self.n))
        for m in range(-2, 3):
            out[2 - m, max(m, 0):self.n + min(m, 0)] = matrix.diagonal(m)
        return out

    def flux(self, h):
        """Surface flux h_xixixi on the cell faces."""
        return self.slope @ (self.curv @ h + self.curv_edge)


def retract(mesh, h, x=0.0, t_end=1e8, loss=0.0, stop=True, rel_step=0.02):
    """Integrate with second-order backward differences; U is an unknown."""
    d, (r0, r1) = mesh.d, mesh.edge_row
    source = -mesh.fourth_edge.copy()
    source[0] -= loss                          # matter removed at the edge
    t, dt, ratio, speed = 0.0, 1e-4, 0.0, 0.5
    h_old, x_old = h, x
    log, pinch = [], None
    while t < t_end:
        lead = (1 + 2 * ratio) / (1 + ratio)
        w1, w2 = 1 + ratio, ratio**2 / (1 + ratio)
        past = w1 * h - w2 * h_old
        guess, u = h.copy(), speed
        for _ in range(7):
            adv = mesh.first @ guess
            grad = adv.copy()
            grad[-1] += 1.0                    # film of unit height enters
            band = mesh.band4 - u * mesh.band1
            band[2] += lead * d / dt
            rhs = np.column_stack((d * past / dt + source - u * adv, grad))
            sol = solve_banded((2, 2), band, rhs, check_finite=False)
            p, w = sol[:, 0], sol[:, 1]
            u_new = ((mesh.edge_value - r0 * p[0] - r1 * p[1])
                     / (r0 * w[0] + r1 * w[1]))
            guess = p + u_new * w
            change, u = abs(u_new - u), u_new
            if change < 1e-7 * abs(u) + 1e-12:
                break
        x_new = (w1 * x - w2 * x_old + dt * u) / lead
        if pinch is None and guess.min() < 0:
            v = int(np.argmin(guess))
            f = h[v] / (h[v] - guess[v])
            pinch = dict(t=t + f * dt, x=x + f * (x_new - x), v=v,
                         U=speed + f * (u - speed), h=h + f * (guess - h))
        h_old, x_old, h, x, speed = h, x, guess, x_new, u
        t += dt
        top = int(np.argmax(h))
        log.append((t, x, u, h[top:].min(), h[top], np.sum(d * (h - 1))))
        if pinch is not None and stop:
            break
        dt_new = min(1.1 * dt, rel_step * (t + 0.05))
        ratio, dt = dt_new / dt, dt_new
    return np.array(log), pinch, h


def fresh_edge(mesh):
    """Cell means of the starting profile 1 - exp(-xi)."""
    return 1 + np.diff(np.exp(-mesh.edges)) / mesh.d


def broken_edge(mesh, pinch, trim):
    """Film beyond the break; its thin tip is trimmed at height trim."""
    spline = CubicSpline(mesh.c, pinch["h"])
    start = mesh.c[pinch["v"]]
    s = np.linspace(0, 80, 80001)
    cut = s[np.argmax(spline(start + s) > trim)]
    tilt = float(spline(start + cut, 1))
    place = start + cut + mesh.c
    film = np.where(place < mesh.c[-1],
                    spline(np.minimum(place, mesh.c[-1])), 1.0)
    return film - trim * np.exp(-mesh.c * (1 - tilt) / trim), cut


def period_and_area(mesh, pinch):
    v = pinch["v"]
    return (pinch["x"] + mesh.c[v],
            float(np.sum(mesh.d[:v + 1] * pinch["h"][:v + 1])))


# ---- Large-rim theory: closed forms checked against their equations
z = sy.symbols("z", positive=True)
q, decay = sy.sqrt(3) / 2, sy.exp(-z / 2)
phi0 = 2 / sy.sqrt(3) * decay * sy.sin(q * z)
phi1 = (-decay * (sy.cos(q * z) + sy.sin(q * z) / sy.sqrt(3))
        + 2 / sy.sqrt(3) * decay * (-z / 2 * sy.sin(q * z)
        + z**2 / 12 * sy.sin(q * z + 2 * sy.pi / 3)))
res0 = sy.diff(phi0, z, 3) - phi0
res1 = (sy.diff(phi1, z) - sy.diff(phi1, z, 4)
        - (phi0 - z * sy.diff(phi0, z)) / 2)
for point in (0.3, 1.7, 4.9):
    assert abs(float(res0.subs(z, point))) < 1e-11
    assert abs(float(res1.subs(z, point))) < 1e-11
assert abs(float(phi1.subs(z, 0)) + 1) < 1e-12
assert abs(float(sy.diff(phi1, z).subs(z, 0))) < 1e-12
f0, f1 = sy.lambdify(z, phi0, "numpy"), sy.lambdify(z, phi1, "numpy")
mass0, mass1 = quad(f0, 0, 80, limit=200)[0], quad(f1, 0, 80, limit=200)[0]
assert abs(mass0 - 1) < 1e-7 and abs(mass1 + 5 / 3) < 1e-7
zs = np.linspace(0, 12, 120001)
crest0, trough0 = f0(zs).max(), -f0(zs).min()
assert abs(crest0 - np.exp(-np.pi / (3 * np.sqrt(3)))) < 1e-7
assert abs(trough0 - np.exp(-4 * np.pi / (3 * np.sqrt(3)))) < 1e-7
z_crest, z_trough = zs[np.argmax(f0(zs))], zs[np.argmin(f0(zs))]
crest1, trough1 = float(f1(z_crest)), float(f1(z_trough))

# ---- Full moving-edge problem, continued past contact to test asymptotics
mesh = Mesh(800)
log, first, _ = retract(mesh, fresh_edge(mesh), stop=False)
assert first is not None
T_, X_, U_, LOW, HIGH, EXCESS = log.T
y_end = U_[-1]**(-1 / 3)
err_lead = abs(LOW[-1] - (1 - trough0 * y_end))
err_two = abs(LOW[-1] - (1 - trough0 * y_end + trough1))
assert err_two < 0.1 and err_two < 0.5 * err_lead
err_crest = abs(HIGH[-1] - (1 + crest0 * y_end + crest1))
assert err_crest < 0.2
mass_slope = (EXCESS[-1] - y_end**2) / y_end
assert abs(mass_slope - mass1) < 0.3
late = T_ > 1e7
exponent = np.polyfit(np.log(T_[late]), np.log(X_[late]), 1)[0]
assert abs(exponent - 0.4) < 0.02

# ---- Pinch-off: theory against simulation, mesh and step check
y_lead, y_two = 1 / trough0, (1 + trough1) / trough0
x_lead, x_two = y_lead**2, y_two**2 + mass1 * y_two
y_pinch = first["U"]**(-1 / 3)
assert abs(x_two / first["x"] - 1) < 0.3      # next order in 1/y is omitted
assert abs(x_two - first["x"]) < abs(x_lead - first["x"])
coarse = Mesh(400)
_, rough, _ = retract(coarse, fresh_edge(coarse), rel_step=0.04)
assert abs(rough["t"] / first["t"] - 1) < 0.02
flux = mesh.flux(first["h"]) / first["U"]
i_crest = int(np.argmax(first["h"]))
flux_crest, flux_trough = flux[i_crest], flux[first["v"]]
assert flux_crest > 0 > flux_trough

# ---- Contrast 1: constant loss at the edge halts the deepening
y_loss = 8.0
loss = y_loss**-3
log_loss, pinch_loss, h_loss = retract(mesh, fresh_edge(mesh),
                                       t_end=2e6, loss=loss)
assert pinch_loss is None
rt = np.sqrt(3) / 2
steady = 1 + np.exp(-zs / 2) * (-np.cos(rt * zs)
                                + (y_loss - 0.5) / rt * np.sin(rt * zs))
low_steady = steady[np.argmax(steady):].min()
assert abs(log_loss[-1, 3] - low_steady) < 0.01
assert abs(log_loss[-1, 2] / loss - 1) < 0.01

# ---- Contrast 2: evaporation-condensation has a monotone travelling edge
mono = 1 - sy.exp(-z)
assert sy.simplify(sy.diff(mono, z) + sy.diff(mono, z, 2)) == 0
assert mono.subs(z, 0) == 0 and sy.diff(mono, z).subs(z, 0) == 1

# ---- Repetition from the broken film
cycles, last = [], first
for _ in range(2):
    film, cut = broken_edge(mesh, last, 0.3)
    _, last, _ = retract(mesh, film, x=cut)
    assert last is not None
    cycles.append((last["t"],) + period_and_area(mesh, last))
(t2, p2, a2), (t3, p3, a3) = cycles
assert abs(t3 / t2 - 1) < 0.03 and abs(p3 / p2 - 1) < 0.03
assert abs(a3 / p3 - 1) < 0.02
film, cut = broken_edge(mesh, first, 0.4)
_, other, _ = retract(mesh, film, x=cut)
trim_change = other["t"] / t2 - 1
assert abs(trim_change) < 0.04

# ---- Worked example with round model parameters
H, T, B = 10.0, 0.3, 1e8                       # nm, slope, nm^4/s
unit_x, unit_t = H / T, H**4 / (B * T**4)
width = np.sqrt(6 * a3)

print("Scaled units: height H, length H/T, time H^4/(B T^4)")
print(f"crest amplitude coefficient      {crest0:.4f}")
print(f"trough amplitude coefficient     {trough0:.4f}")
print(f"trough/crest amplitude ratio     {trough0 / crest0:.4f}")
print(f"trough position z                {z_trough:.3f}")
print(f"phi1 at crest, at trough         {crest1:.4f}, {trough1:.4f}")
print(f"integral of phi1                 {mass1:.4f}")
print("Simulation: t, retraction, crest height, trough height")
for when in (1e2, 1e3, 1e4, 1e5):
    row = [np.interp(when, T_, a) for a in (X_, HIGH, LOW)]
    print(f"  {when:.0e}  {row[0]:.2f}  {row[1]:.3f}  {row[2]:.3f}")
print(f"late retraction exponent         {exponent:.4f}")
print(f"late test at 1/k                 {y_end:.2f}")
print(f"trough error, one term (H)       {err_lead:.4f}")
print(f"trough error, two terms (H)      {err_two:.4f}")
print(f"crest error, two terms (H)       {err_crest:.4f}")
print(f"(excess - 1/k^2)*k               {mass_slope:.4f}")
print("First pinch-off")
print(f"1/k: one term, two terms, sim    {y_lead:.2f}, {y_two:.2f},"
      f" {y_pinch:.2f}")
print(f"retraction: one, two, sim        {x_lead:.1f}, {x_two:.1f},"
      f" {first['x']:.1f}")
print(f"time, simulation                 {first['t']:.4g}")
print(f"time change on coarse mesh       "
      f"{100 * (rough['t'] / first['t'] - 1):.2f} %")
print(f"crest height (H)                 {first['h'].max():.2f}")
print(f"trough distance from edge        {mesh.c[first['v']]:.1f}")
print(f"flux/(U H) at crest, trough      {flux_crest:.2f},"
      f" {flux_trough:.2f}")
print("Edge with constant mass loss")
print(f"loss rate (U H, scaled)          {loss:.6f}")
print(f"final time                       {log_loss[-1, 0]:.3g}")
print(f"trough height sim, steady wave   {log_loss[-1, 3]:.4f},"
      f" {low_steady:.4f}")
print("Repeated shedding: time, period, strip area")
print(f"  second strip  {t2:.4g}  {p2:.1f}  {a2:.1f}")
print(f"  third strip   {t3:.4g}  {p3:.1f}  {a3:.1f}")
print(f"time change, tip trim 0.3 to 0.4 {100 * trim_change:.2f} %")
print(f"relaxed strip width, height (H)  {width:.1f}, {width / 4:.2f}")
print(f"Example: H = {H:.0f} nm, T = {T:.1f}, B = {B:.0e} nm^4/s")
print(f"length unit                      {unit_x:.2f} nm")
print(f"time unit                        {unit_t:.5f} s")
print(f"first pinch-off time             {first['t'] * unit_t:.0f} s")
print(f"first pinch-off retraction       "
      f"{first['x'] * unit_x / 1000:.2f} micrometre")
print(f"crest height at first pinch-off  {first['h'].max() * H:.1f} nm")
print(f"repeat time                      {t3 * unit_t:.0f} s")
print(f"repeat period                    {p3 * unit_x / 1000:.2f} micrometre")
print(f"relaxed strip width              "
      f"{width * unit_x / 1000:.2f} micrometre")
print(f"relaxed strip height             {width / 4 * H:.1f} nm")
print(f"bare gap between strips          "
      f"{(p3 - width) * unit_x / 1000:.2f} micrometre")
print("verified")
```

Running it gives:

```
Scaled units: height H, length H/T, time H^4/(B T^4)
crest amplitude coefficient      0.5463
trough amplitude coefficient     0.0891
trough/crest amplitude ratio     0.1630
trough position z                4.837
phi1 at crest, at trough         -0.8766, 0.3045
integral of phi1                 -1.6667
Simulation: t, retraction, crest height, trough height
  1e+02  5.57  1.945  0.900
  1e+03  16.94  2.882  0.773
  1e+04  47.86  4.396  0.550
  1e+05  129.05  6.809  0.175
late retraction exponent         0.4069
late test at 1/k                 48.12
trough error, one term (H)       0.2929
trough error, two terms (H)      0.0116
crest error, two terms (H)       0.0013
(excess - 1/k^2)*k               -1.6937
First pinch-off
1/k: one term, two terms, sim    11.23, 14.65, 14.26
retraction: one, two, sim        126.1, 190.1, 179.4
time, simulation                 2.183e+05
time change on coarse mesh       0.04 %
crest height (H)                 7.92
trough distance from edge        67.8
flux/(U H) at crest, trough      7.78, -1.26
Edge with constant mass loss
loss rate (U H, scaled)          0.001953
final time                       2e+06
trough height sim, steady wave   0.3707, 0.3708
Repeated shedding: time, period, strip area
  second strip  2.177e+05  260.6  259.7
  third strip   2.178e+05  261.7  259.8
time change, tip trim 0.3 to 0.4 0.06 %
relaxed strip width, height (H)  39.5, 9.87
Example: H = 10 nm, T = 0.3, B = 1e+08 nm^4/s
length unit                      33.33 nm
time unit                        0.01235 s
first pinch-off time             2696 s
first pinch-off retraction       5.98 micrometre
crest height at first pinch-off  79.2 nm
repeat time                      2689 s
repeat period                    8.72 micrometre
relaxed strip width              1.32 micrometre
relaxed strip height             98.7 nm
bare gap between strips          7.41 micrometre
verified
```
